\section*{Uniform stationary state of single-step growth on a ring}

\section{What an arbitrary starting surface costs}

A growth simulation needs a starting surface, and a poor choice can bias rates measured before the surface has relaxed. On a ring of 12 sites with four down-slopes and the rates used below, a surface started as two straight facets, one descending and one ascending, initially grows at $0.125$ height units per second. The steady value is $0.364$. The stationary weights tell what the simulation should converge to, and a start drawn from them removes the wait.

For single-step growth the weights are known: at fixed tilt, every sequence of up- and down-slopes is equally likely. A stationary surface can therefore be drawn by shuffling a list, and its growth velocity and roughness follow by counting.

\section{Model and mapping}

The surface has integer heights $h_i$ at sites $i=1,\dots,L$, with $L\ge 3$. Neighbouring heights differ by one unit,
\begin{equation}
s_i=h_{i+1}-h_i=\pm1 .
\end{equation}
Time is continuous. Each local minimum rises by 2 at rate $p$ (deposition), and each local maximum drops by 2 at rate $q$ (evaporation). The events are independent, $p,q\ge0$, $p+q>0$, and the rates are the same at all sites. A change of 2 is the smallest that preserves $|s_i|=1$.

Call a down-slope a particle and an up-slope a hole:
\begin{equation}
n_i=\frac{1-s_i}{2},\qquad s_i=1-2n_i,\qquad N=\sum_{i=1}^{L}n_i .
\end{equation}
Summing the slopes once round the ring gives the boundary condition
\begin{equation}
h_{i+L}=h_i+\sum_{j=1}^{L}(1-2n_j)=h_i+L-2N ,
\end{equation}
so the mean tilt is $m=1-2N/L$. The slopes are periodic even when the heights are not.

Site $i$ is a local minimum when the surface descends into it and ascends out of it, $s_{i-1}=-1$ and $s_i=+1$. Raising $h_i$ by 2 adds 2 to $s_{i-1}$ and subtracts 2 from $s_i$. In particle language,
\begin{align}
\text{deposition at } i:&\quad (n_{i-1},n_i)=(1,0)\to(0,1)\quad\text{at rate }p,\\
\text{evaporation at } i:&\quad (n_{i-1},n_i)=(0,1)\to(1,0)\quad\text{at rate }q .
\end{align}
Particles hop right at rate $p$ and left at rate $q$, and only into empty places. This is the exclusion process. Hops conserve $N$, so the tilt never changes.

The slopes and one reference height determine the whole surface. The stationary law concerns the slopes alone. For $p\ne q$ and $0<N<L$ the mean height drifts; for $p=q$ it performs a symmetric random walk with steps $\pm2/L$. In neither case does it settle. For $N=0$ or $N=L$ there are no extrema and the surface is frozen, so $0<N<L$ is assumed from here on.

\section{Why the uniform distribution is stationary}

Let $C$ denote a configuration $(n_1,\dots,n_L)$ with $N$ particles. There are
\begin{equation}
\Omega=\binom{L}{N}
\end{equation}
of them. With $w(C\to C')$ the rate of the move from $C$ to $C'$, the probabilities obey
\begin{equation}
\frac{dP(C)}{dt}=\sum_{C'}\bigl[w(C'\to C)P(C')-w(C\to C')P(C)\bigr].
\label{eq:master}
\end{equation}
If all $P(C)$ equal $1/\Omega$, the right side is $1/\Omega$ times the total entry rate minus the total exit rate of $C$. Stationarity thus requires these two sums of rates to be equal.

Let $k_{10}$ be the number of sites with $(n_{i-1},n_i)=(1,0)$, the local minima, and $k_{01}$ the number with $(0,1)$, the local maxima. Their difference is
\begin{align}
k_{10}-k_{01}
&=\sum_i\bigl[n_{i-1}(1-n_i)-(1-n_{i-1})n_i\bigr]\nonumber\\
&=\sum_i(n_{i-1}-n_i)=0 ,
\label{eq:count}
\end{align}
because the products cancel and both remaining sums equal $N$ on a ring. Write $k(C)$ for the common value.

The exit rate is $pk_{10}+qk_{01}=(p+q)k$. To find the entry rate, undo each possible last move. A deposition that ended in $C$ left a pair $(0,1)$ behind, so there are $k_{01}$ such entries at rate $p$. An evaporation left a pair $(1,0)$, which gives $k_{10}$ entries at rate $q$. Therefore
\begin{equation}
R(C)\equiv\sum_{C'}w(C\to C')=\sum_{C'}w(C'\to C)=(p+q)\,k(C).
\label{eq:balance}
\end{equation}
The uniform distribution is stationary.

This is not equilibrium unless $p=q$. Two configurations joined by a deposition exchange probability at $p/\Omega$ one way and $q/\Omega$ the other, a net flow of $(p-q)/\Omega$. The flows cancel in the sum over neighbours of $C$, not pair by pair.

The ring $L=4$, $N=2$ shows the balance with $p=1\,\mathrm{s^{-1}}$ and $q=0.25\,\mathrm{s^{-1}}$. Its six configurations are
\[
1100,\quad 1001,\quad 0110,\quad 0011,\quad 1010,\quad 0101 .
\]
The first four have $k=1$ and exit rate $1.25\,\mathrm{s^{-1}}$. The last two are zigzags, the flattest surfaces available, with $k=2$ and exit rate $2.50\,\mathrm{s^{-1}}$. They are left twice as fast but also entered twice as fast, so each of the six has probability $1/6$.

\section{Uniqueness and relaxation}

Stationarity alone does not show that a process started elsewhere reaches the uniform distribution. To show that it does, consider the sum of squared probabilities. From \eqref{eq:master},
\begin{equation}
\frac{d}{dt}\sum_C P(C)^2
=2\sum_{C,C'}w(C\to C')P(C)P(C')-2\sum_C R(C)P(C)^2 ,
\label{eq:square}
\end{equation}
where the names of $C$ and $C'$ were exchanged in the gain term. Now expand
\begin{align}
&\sum_{C,C'}w(C\to C')[P(C)-P(C')]^2\nonumber\\
&\quad=\sum_C P(C)^2\sum_{C'}w(C\to C')+\sum_{C'}P(C')^2\sum_C w(C\to C')\nonumber\\
&\qquad-2\sum_{C,C'}w(C\to C')P(C)P(C') .
\end{align}
The first inner sum is an exit rate and the second an entry rate. By \eqref{eq:balance} both are $R$, so the right side is the negative of \eqref{eq:square}:
\begin{equation}
\frac{d}{dt}\sum_C P(C)^2=-\sum_{C,C'}w(C\to C')[P(C)-P(C')]^2\le0 .
\label{eq:decay}
\end{equation}

For a stationary $P$ the left side vanishes, so $P(C)=P(C')$ whenever a move joins the two configurations in either direction. Since $p+q>0$, every exchange of a neighbouring particle and hole is allowed in at least one direction. Such exchanges can bring any configuration to the one with its particles on the first $N$ places, so they connect all configurations. Hence $P$ is uniform, even when $q=0$.

For convergence, set $\delta(C)=P(C)-1/\Omega$ and $S=\sum_C\delta(C)^2$. Since $\sum_C\delta=0$, $\sum_C P^2=S+1/\Omega$, and \eqref{eq:decay} holds with $S$ on the left and $\delta$ on the right. The quadratic form on the right vanishes only for constant $\delta$, which a zero sum excludes unless $\delta=0$. Its minimum over zero-sum $\delta$ with $S=1$ is therefore some $\kappa>0$, and
\begin{equation}
\frac{dS}{dt}\le-\kappa S\quad\Rightarrow\quad S(t)\le S(0)\,e^{-\kappa t}.
\label{eq:bound}
\end{equation}

The size of $\kappa$ can be limited from above by a trial function. Take $f(C)=\sum_j n_jc_j$ with $c_j=\cos(2\pi j/L)$. Its sum over configurations is zero because each $n_j$ has the same average and $\sum_jc_j=0$. The quadratic form equals $\sum_C f(C)\,(Af)(C)$, where $A$ couples each exchange with the sum of its two rates, $p+q$. Exchanging $n_j$ and $n_{j+1}$ changes $f$ by $(n_j-n_{j+1})(c_{j+1}-c_j)$, so
\begin{align}
(Af)(C)&=-(p+q)\sum_j(n_j-n_{j+1})(c_{j+1}-c_j)\nonumber\\
&=-(p+q)\sum_j n_j(c_{j+1}-2c_j+c_{j-1})\nonumber\\
&=2(p+q)\Bigl(1-\cos\frac{2\pi}{L}\Bigr)f(C).
\end{align}
Thus
\begin{equation}
\kappa\le2(p+q)\Bigl(1-\cos\frac{2\pi}{L}\Bigr).
\label{eq:kappa}
\end{equation}
The right side falls as $L^{-2}$ for large rings, so the guarantee \eqref{eq:bound} weakens with size. The actual relaxation may be faster than this guarantee.

\section{Growth velocity}

Each deposition raises the site-averaged height by $2/L$, and each evaporation lowers it by the same amount. For any distribution of slopes,
\begin{equation}
v=\frac{2}{L}\bigl(p\langle k_{10}\rangle-q\langle k_{01}\rangle\bigr)=\frac{2(p-q)}{L}\langle k\rangle .
\label{eq:vk}
\end{equation}
In the uniform state, fixing one particle and one hole on neighbouring places leaves $N-1$ particles for $L-2$ places:
\begin{equation}
\mathrm{Prob}(1,0)=\binom{L-2}{N-1}\bigg/\binom{L}{N}=\frac{N(L-N)}{L(L-1)} .
\end{equation}
There are $L$ neighbouring pairs, so $\langle k\rangle=N(L-N)/(L-1)$ and
\begin{equation}
v=2(p-q)\frac{N(L-N)}{L(L-1)} .
\label{eq:v}
\end{equation}
For $N=1$ this is $2(p-q)/L$, as it must be for a surface with a single minimum and a single maximum. For $p=q$ it vanishes.

With $\rho=N/L=(1-m)/2$ held fixed, \eqref{eq:v} reads
\begin{equation}
v=\frac{L}{L-1}\,2(p-q)\rho(1-\rho)\;\longrightarrow\;\frac{p-q}{2}(1-m^2)\quad(L\to\infty).
\label{eq:limit}
\end{equation}
For $p>q$ a steeper surface grows more slowly in the steady state because it has fewer minima on average. The factor $L/(L-1)$ arises because a particle's neighbour is drawn from the other $L-1$ places, which makes it slightly more likely to be a hole.

\section{Roughness}

All pairs of places are equivalent in the uniform state, so all covariances of different $n_i$ have one value $c$. Each $n_i$ has variance $\rho(1-\rho)$, and their sum $N$ does not fluctuate:
\begin{equation}
0=L\rho(1-\rho)+L(L-1)c\quad\Rightarrow\quad c=-\frac{\rho(1-\rho)}{L-1}.
\end{equation}
The height difference over $r$ slopes is $r-2A_r$, where $A_r$ counts the particles among them. Hence
\begin{align}
V(r)&\equiv\mathrm{Var}(h_{i+r}-h_i)=4\,\mathrm{Var}(A_r)\nonumber\\
&=4\bigl[r\rho(1-\rho)+r(r-1)c\bigr]
=4\rho(1-\rho)\frac{r(L-r)}{L-1}.
\label{eq:var}
\end{align}
For $r\ll L$ this grows linearly, as for a random walk. It returns to zero at $r=L$, where the ring closes.

To measure the width, remove the tilt with $y_i=h_i-mi$, which is periodic, and define
\begin{equation}
W^2=\frac1L\sum_i y_i^2-\Bigl(\frac1L\sum_i y_i\Bigr)^2=\frac{1}{2L^2}\sum_{i,j}(y_i-y_j)^2 .
\end{equation}
The mean of $y_{i+r}-y_i$ is $r(1-2\rho)-mr=0$, so its mean square is $V(r)$. The needed sum is
\begin{equation}
\sum_{r=0}^{L-1}r(L-r)=\frac{L^2(L-1)}{2}-\frac{(L-1)L(2L-1)}{6}=\frac{L(L-1)(L+1)}{6},
\end{equation}
and therefore
\begin{equation}
\langle W^2\rangle=\frac{1}{2L}\sum_{r=0}^{L-1}V(r)=\frac{\rho(1-\rho)(L+1)}{3}.
\label{eq:width}
\end{equation}
The rates have dropped out: they set how fast the surface moves, not how rough it is in the steady state.

\section{Worked example}

Take $L=12$, $N=4$, $p=1\,\mathrm{s^{-1}}$ and $q=0.25\,\mathrm{s^{-1}}$, round model parameters. Then $\rho=1/3$, $m=1/3$ and $\Omega=495$. The formulas give
\begin{align}
\langle k\rangle&=\frac{4\cdot8}{11}=2.909,\\
v&=\frac{2\cdot0.75}{12}\cdot2.909=0.3636\ \text{height units per second},\\
\langle W^2\rangle&=\frac13\cdot\frac23\cdot\frac{13}{3}=0.963 ,
\end{align}
so the root mean square width is $0.981$ height units. Solving the master equation built from the height rules gave the same velocity and width, and all 495 probabilities equal to $1/495$.

The facet start has its four down-slopes in one block. It has one minimum, hence $v=2\cdot0.75/12=0.125$ per second. Evolving the master equation from it gives:
\begin{center}
\begin{tabular}{rrrr}
$t$ (s) & $v$ (s$^{-1}$) & largest $P\,\Omega$ & $S$\\
0 & 0.1250 & 495 & $0.998$\\
2 & 0.2821 & 68.3 & $4.8\times10^{-2}$\\
10 & 0.3617 & 2.32 & $3.6\times10^{-4}$\\
40 & 0.3636 & 1.004 & $5.2\times10^{-9}$
\end{tabular}
\end{center}
At 10 s the velocity is within $0.6\%$ of its steady value, while the most likely configuration still has more than twice its stationary probability. A settled velocity therefore does not prove that the distribution has settled.

The computed decay constant is $\kappa=0.3349\,\mathrm{s^{-1}}$. The upper limit \eqref{eq:kappa} is $2.5\,(1-\cos30^\circ)=0.3349\,\mathrm{s^{-1}}$, so the trial function is optimal here to the digits shown. At 10 s the bound \eqref{eq:bound} allows $S=3.5\times10^{-2}$, about a hundred times the actual value. Most of this factor comes from the early decay: in the first 2 s $S$ falls by a factor of about 20 and the bound by about 2. Between 10 and 40 s the table gives a decay rate of $0.37\,\mathrm{s^{-1}}$, only about $10\%$ above $\kappa$. The bound is a guarantee on $S$, not an estimate of its value.

At the same tilt and rates, rings of 6, 9 and 12 sites have $v=0.400$, $0.375$ and $0.364$ per second, against the limit $0.333$. The excesses of $20\%$, $12.5\%$ and $9.1\%$ over the limit are the factor $L/(L-1)$. The numerical output following the text gives further digits.

\section{Using the result in a simulation}

\paragraph{Starting surface.} Place $N$ ones and $L-N$ zeros in a list, shuffle it uniformly, and sum the slopes $1-2n_i$ from any reference height. The slopes then follow the stationary law at every fixed time $t\ge0$, and no relaxation time is needed. Measurements should be made at fixed times, because after a fixed number of events the distribution is in general not uniform.

\paragraph{Averages over events.} An event-driven simulation leaves $C$ at frequency $P(C)R(C)$, so a list with one entry per event contains $C$ in proportion to $k(C)$, not uniformly. Each entry must be weighted by its waiting time, or by the mean waiting time $1/R(C)$. On the ring $L=4$, $N=2$, unweighted event averages give
\begin{equation}
\langle k\rangle_{\rm events}=\frac{4\cdot1^2+2\cdot2^2}{4\cdot1+2\cdot2}=\frac32
\end{equation}
instead of $4/3$. Inserted in \eqref{eq:vk}, this overestimates the velocity by $12.5\%$. The height gained divided by the elapsed time is free of this bias.

\paragraph{Fixed time steps.} Choose one site at random per attempt. With $r_0\ge\max(p,q)$, fill it with probability $p/r_0$ if it is a minimum, empty it with probability $q/r_0$ if it is a maximum, and advance time by $1/(Lr_0)$. The change of $P$ per attempt is the right side of \eqref{eq:master} times $1/(Lr_0)$, so the stationary state is the same.

\section{Where uniformity fails}

\paragraph{Site-dependent rates.} Let the rates be $p_i$ and $q_i$. Entry minus exit rate becomes
\begin{equation}
\sum_i(p_i-q_i)(n_i-n_{i-1})=\sum_i n_i(g_i-g_{i+1}),\qquad g_i=p_i-q_i .
\end{equation}
This must vanish for every $C$. Moving one particle to an empty place shows that $g_i-g_{i+1}$ must be the same for all $i$; these differences sum to zero round the ring, so each is zero. Uniformity thus survives if and only if $p_i-q_i$ is the same everywhere. With $L=6$, $N=3$ and the rates above, halving the deposition rate at one site makes the most likely configuration $5.6$ times as probable as the least likely.

\paragraph{Simultaneous updates.} Suppose $q=0$ and all minima are tried at once, each filled with probability $1/2$. For $L=6$, $N=3$, the configuration $111000$ can be reached from itself, with probability $1/2$, or from $011001$, where one of two minima is filled, with probability $1/4$. The entries sum to $3/4$, whereas a stationary uniform distribution needs 1. The computed ratio of largest to smallest probability is $4.0$.

\paragraph{Real epitaxy.} Filling all $L/2$ minima of a zigzag raises the mean height by 1, so one height unit is one layer. The example's $0.36$ layers per second follows from the chosen $p$ and $q$ and predicts nothing about a particular material. Without evaporation, $q=0$ at the same $p$, $v$ would be larger by a factor $4/3$. Real surfaces are two-dimensional, and their adatoms diffuse, which the model omits. Suppose diffusion only rearranged the slopes, keeping $|s_i|=1$, the tilt, the mean height and both rates. Equation \eqref{eq:vk} would still hold, with $1\le k\le\min(N,L-N)$. In the example $v$ could then be neither below $0.125$ nor above $0.5$ per second. These are bounds, and not every value between them need be reached. Diffusion that breaks these conditions is outside the model, and the result gives no estimate for it.

\section*{Numbers as computed}
\begin{verbatim}
deposition rate p = 1.00 1/s, evaporation rate q = 0.25 1/s
Ring L = 4, N = 2 (1 = down-slope):
  1100: heights [0, -1, -2, -1], exit 1.25 1/s, entry 1.25 1/s, P = 0.166667
  1010: heights [0, -1, 0, -1], exit 2.50 1/s, entry 2.50 1/s, P = 0.166667
  1001: heights [0, -1, 0, 1], exit 1.25 1/s, entry 1.25 1/s, P = 0.166667
  0110: heights [0, 1, 0, -1], exit 1.25 1/s, entry 1.25 1/s, P = 0.166667
  0101: heights [0, 1, 0, 1], exit 2.50 1/s, entry 2.50 1/s, P = 0.166667
  0011: heights [0, 1, 2, 1], exit 1.25 1/s, entry 1.25 1/s, P = 0.166667
Ring L = 12, N = 4: 495 configurations, tilt m = 0.3333
  uniform probability 1/Omega = 2.020202e-03
  smallest and largest P times Omega = 1.00000000, 1.00000000
  net flow per exchange (p-q)/Omega = 1.515152e-03 1/s
  decay constant kappa = 0.33494 1/s
  Relaxation from one descending facet:
    t =   0.0 s: largest P*Omega = 495.000000, sum of squared deviations = 9.980e-01, bound = 9.980e-01, v = 0.125000 per s
    t =   2.0 s: largest P*Omega = 68.274091, sum of squared deviations = 4.810e-02, bound = 5.107e-01, v = 0.282072 per s
    t =  10.0 s: largest P*Omega = 2.323870, sum of squared deviations = 3.589e-04, bound = 3.504e-02, v = 0.361706 per s
    t =  40.0 s: largest P*Omega = 1.004035, sum of squared deviations = 5.164e-09, bound = 1.516e-06, v = 0.363636 per s
    t = 200.0 s: largest P*Omega = 1.000000, sum of squared deviations = 2.479e-30, bound = 8.071e-30, v = 0.363636 per s
  Prob(1,0) on neighbouring bonds = 0.242424
  mean number of local minima = 2.909091
  stationary velocity = 0.363636 height units per s
  Var(h_(i+6) - h_i) = 2.909091 squared height units
  mean squared width = 0.962963 squared height units
  root mean square width = 0.981307 height units
Same tilt, growing ring:
  L =  6: v = 0.400000 per s, v/limit = 1.200000, mean squared width = 0.518519
  L =  9: v = 0.375000 per s, v/limit = 1.125000, mean squared width = 0.740741
  L = 12: v = 0.363636 per s, v/limit = 1.090909, mean squared width = 0.962963
  large-L limit of v = 0.333333 height units per s
Counterexamples, L = 6, N = 3 (largest P / smallest P):
  deposition halved at one site: 5.6402
  simultaneous filling with probability 0.5, q = 0: 4.0000
\end{verbatim}
